# Exact Tensor Hypercontraction of Local Interactions from Gaussian Quadrature

## What fails when the interaction is sampled

A two-body interaction in a basis of $n$ functions has $n^4$ matrix elements. Sampling it on a quadrature grid of only a few points makes this array cheap, but in general not exact, and the error can be large when the interaction varies on the scale of the node spacing. For four harmonic-oscillator functions, seven Gauss nodes and the softened Coulomb repulsion defined below, sampling gives $(02|11)=+0.0152\,\hbar\omega$, while the true value is $-0.0031\,\hbar\omega$. For a contact interaction there are no point values to sample at all.

The same seven nodes nevertheless give every matrix element exactly if the sampled values are replaced by a suitable matrix $Z$. The quadrature must be applied to the polynomials in the basis, and not to the interaction.

## Statement and conventions

Let $w(x)\ge 0$ be a weight on a real interval, positive on a set of nonzero length, with finite moments. Its real orthonormal polynomials $p_m$, of degree $m$, satisfy

$$\int w\,p_m p_{m'}\,dx=\delta_{mm'} .$$

The basis functions are

$$\phi_i(x)=\sqrt{w(x)}\,p_i(x),\qquad i=0,\dots,n-1 .$$

The factor multiplying the polynomials is $\sqrt w$, so that the $\phi_i$ are orthonormal in the ordinary sense. The interaction $V(x,y)$ is local: it multiplies the wavefunction. Its matrix elements, in charge-density order, are

$$(ij|kl)=\iint \phi_i(x)\phi_j(x)\,V(x,y)\,\phi_k(y)\phi_l(y)\,dx\,dy .$$

Let $N=2n-1$, and let $x_P$ and $\omega_P$ be the $N$ Gauss nodes and weights of $w$. Then

$$(ij|kl)=\sum_{P,Q=1}^{N}X_{iP}X_{jP}\,Z_{PQ}\,X_{kQ}X_{lQ},\qquad X_{iP}=p_i(x_P), \tag{1}$$

$$Z_{PQ}=\omega_P\omega_Q\sum_{m,m'=0}^{2n-2}p_m(x_P)\,V_{mm'}\,p_{m'}(x_Q), \tag{2}$$

$$V_{mm'}=\iint w(x)p_m(x)\,V(x,y)\,w(y)p_{m'}(y)\,dx\,dy . \tag{3}$$

The integrals (3) must converge. $V$ need not be smooth. Equation (1) is exact given exact $V_{mm'}$; these integrals must still be computed accurately.

## Gauss quadrature to degree $2N-1$

The nodes are the zeros of $p_N$. They are real, distinct and inside the interval. Suppose $p_N$ changed sign at only $k<N$ interior points $z_s$. Then $p_N\prod_s(x-z_s)$ would have one sign, so its integral with $w$ would be nonzero. But the product over $s$ has degree $k<N$ and is orthogonal to $p_N$, a contradiction.

Let $L_P$ be the polynomial of degree $N-1$ with $L_P(x_Q)=\delta_{PQ}$, and define $\omega_P=\int w L_P\,dx$. Divide any polynomial $f$ of degree at most $2N-1$ by $p_N$:

$$f=q\,p_N+r,\qquad \deg q,\ \deg r\le N-1 .$$

Orthogonality gives $\int w\,q\,p_N\,dx=0$. At the nodes $p_N=0$, so $f(x_P)=r(x_P)$. Since $r$ equals its own interpolant,

$$\int w f\,dx=\int w\,r\,dx=\sum_P r(x_P)\int wL_P\,dx=\sum_P\omega_P f(x_P). \tag{4}$$

Taking $f=L_P^2$, of degree $2N-2$, gives $\omega_P=\int wL_P^2\,dx>0$.

## Derivation of the hypercontraction

Because both factors of a pair density sit at the same point,

$$\phi_i\phi_j=w\,p_ip_j .$$

The polynomial $p_ip_j$ has degree at most $2n-2$, so it has the finite expansion

$$p_ip_j=\sum_{m=0}^{2n-2}c_{ijm}\,p_m,\qquad c_{ijm}=\int w\,p_ip_jp_m\,dx . \tag{5}$$

The triple product has degree at most $(2n-2)+(2n-2)=4n-4$. With $N=2n-1$ nodes, equation (4) holds to degree $2N-1=4n-3$. Hence

$$c_{ijm}=\sum_P\omega_P\,p_i(x_P)p_j(x_P)p_m(x_P). \tag{6}$$

Insert (5) for both densities into the matrix element, and then use (6):

$$\begin{aligned}
(ij|kl)&=\sum_{mm'}c_{ijm}\,V_{mm'}\,c_{klm'}\\
&=\sum_{PQ}p_i(x_P)p_j(x_P)\Big[\omega_P\omega_Q\sum_{mm'}p_m(x_P)V_{mm'}p_{m'}(x_Q)\Big]p_k(x_Q)p_l(x_Q).
\end{aligned}$$

The bracket is $Z_{PQ}$, which proves (1). All sums are finite, so regrouping them needs no further condition.

With one node fewer, (6) fails. For $n=4$ and six nodes the failure is in $c_{336}$, whose integrand has degree 12, one above the exact range. The nodes are then the zeros of $p_6$, so the quadrature returns zero. The true value follows from leading coefficients. Writing $p_m=\kappa_mx^m+\dots$, only the part of $p_3^2$ along $p_6$ contributes, so $c_{336}=\kappa_3^2/\kappa_6$. For $w=e^{-x^2}$, $\kappa_m^2=2^m/(m!\sqrt\pi)$, which gives 3.359, the printed error.

## What $Z$ means, and what the Gauss nodes add

Expand $L_P$ in the $p_m$. Its coefficient is $\int wL_Pp_m\,dx$, with a polynomial of degree at most $2N-2$, so (4) evaluates it as $\omega_Pp_m(x_P)$. Thus

$$L_P(x)=\omega_P\sum_{m=0}^{N-1}p_m(x_P)p_m(x),$$

and (2) becomes

$$Z_{PQ}=\iint w(x)L_P(x)\,V(x,y)\,w(y)L_Q(y)\,dx\,dy . \tag{7}$$

$Z_{PQ}$ is the interaction of two extended distributions, $wL_P$ and $wL_Q$, with total charges $\omega_P$ and $\omega_Q$. These distributions can change sign, so an element of $Z$ may be negative for a purely repulsive $V$.

Equation (7) also shows that exactness is not special to Gauss nodes. Any $N$ distinct points $\tilde x_P$ interpolate a polynomial of degree $2n-2=N-1$ exactly. Let $M_{mP}=p_m(\tilde x_P)$. This matrix is invertible, because a nonzero polynomial of degree at most $N-1$ cannot vanish at $N$ points. From $p_m=\sum_PM_{mP}\tilde L_P$ follows $\tilde L_P=\sum_m(M^{-1})_{Pm}p_m$, and therefore

$$\tilde Z=M^{-1}\,\mathbf V\,(M^{-1})^{T},$$

where $\mathbf V$ has elements $V_{mm'}$. At Gauss nodes, (4) makes $U_{mP}=\sqrt{\omega_P}\,p_m(x_P)$ a square matrix with $UU^T=1$. Then $M^{-1}=\mathrm{diag}(\omega)\,M^T$, and no numerical inversion is needed.

## How few points can suffice

The degrees $i+j$ of the products $p_ip_j$ take every value from 0 to $2n-2$. The products therefore span all $N=2n-1$ dimensions, and the $n^2\times N$ matrix $c$ has rank $N$. As a matrix between pairs, $(ij|kl)$ is $c\,\mathbf V\,c^T$. If $\mathbf V$ is positive definite, this has rank $N$. A hypercontraction with $K$ points, whatever its $X$ and $Z$, has rank at most $K$. Hence $K\ge 2n-1$.

This applies to the softened Coulomb repulsion

$$V(x,y)=\frac{\lambda}{\sqrt{(x-y)^2+a^2}},\qquad \lambda,a>0 .$$

With $r=x-y$,

$$\frac1{\sqrt{r^2+a^2}}=\frac2{\sqrt\pi}\int_0^\infty e^{-s^2(r^2+a^2)}ds,\qquad
e^{-s^2r^2}=\frac1{2s\sqrt\pi}\int_{-\infty}^{\infty}e^{ikr}e^{-k^2/4s^2}dk .$$

For $f=wg$ with $g$ a nonzero polynomial, $\iint f(x)Vf(y)\,dx\,dy$ is thus an integral of $|\int f(x)e^{ikx}dx|^2$ with positive coefficients. It is positive, so $\mathbf V$ is positive definite.

Special interactions can need fewer points. For constant $V=g$, $(ij|kl)=g\,\delta_{ij}\delta_{kl}$. The $n$-node Gauss rule is exact to degree $2n-1$ and reproduces each overlap, so $n$ points suffice. Fewer cannot: setting $k=l=0$ would write the rank-$n$ matrix $g\,\delta_{ij}$ as $\sum_PX_{iP}v_PX_{jP}$ with fewer than $n$ terms.

## When point values are enough

Sampling replaces $Z_{PQ}$ by $\omega_P\omega_QV(x_P,x_Q)$. In each variable the quadrature then acts on $p_ip_j$ times $V$. If $V$ is a polynomial of degree at most $2n-1$ in each variable, the total degree is at most

$$(2n-2)+(2n-1)=4n-3=2N-1,$$

and sampling is exact. For $n=4$, the tests confirm this for $x^7y^7$. For $x^8y^8$ the largest error is 12% of the largest matrix element.

The softened repulsion in the oscillator basis shows both limits. For $a$ much larger than the extent of the basis,

$$V=\frac{\lambda}{a}\left[1-\frac{r^2}{2a^2}+\frac{3r^4}{8a^4}-\dots\right].$$

Terms up to $r^{2n-2}$ are sampled exactly. The Taylor remainder is bounded by a constant times $(\lambda/a)(r/a)^{2n}$ for all real $r$, so the sampling error falls at least as fast as $a^{-(2n+1)}$.

For small $a$, the true $(00|00)$ grows only as $\ln(1/a)$, because $\int dr/\sqrt{r^2+a^2}$ over a fixed range about zero does so. The sampled diagonal terms $\omega_P^2\lambda/a$ grow as $1/a$, and sampling fails badly. At $a=0$ the true integral itself diverges in one dimension. Elements of (3) such as $V_{00}$ then diverge, and the theorem does not apply. Antisymmetrized combinations can stay finite: in $(00|11)-(01|01)$ the integrand carries a factor $(x-y)^2$, and the limit is $\lambda\sqrt{2/\pi}$.

## Contact interactions and the need for locality

For $V=g\,\delta(x-y)$, equation (3) becomes

$$V_{mm'}=g\int w^2p_mp_{m'}\,dx .$$

No point value of $V$ is required, but $w^2$ must be integrable with these polynomials. The weight $(1-x^2)^{-1/2}$ on $[-1,1]$ has finite moments but fails this condition at the end points. For $w=1$ on $[-1,1]$, (7) gives $Z_{PQ}=g\int L_PL_Q\,dx=g\,\omega_P\delta_{PQ}$, since the quadrature is exact for $L_PL_Q$. For a nonconstant weight the integral contains $w^2$, and this argument for a diagonal $Z$ no longer holds.

Locality cannot be dropped. Consider an interaction proportional to the product of two momenta, in the oscillator basis. Its pair matrices are proportional to

$$d_{ij}=\int\phi_i\,\frac{d\phi_j}{dx}\,dx=-d_{ji},$$

where integration by parts leaves no boundary term. For $n\ge2$ this matrix is nonzero. But $X_{iP}X_{jP}$ is symmetric in $i$ and $j$, so no choice of nodes or $Z$ can represent such an interaction in the form (1).

## Implementation

1. Generate $p_0,\dots,p_{2n-2}$ and the $2n-1$ Gauss nodes and weights.
2. Compute $V_{mm'}$ with a method suited to the singularities and range of $V$.
3. Form $Z$ from (2), and keep $X$ and $Z$.

Step 2 sets the accuracy. An error $\delta\mathbf V$ changes the pair matrix by $c\,\delta\mathbf V\,c^T$; in exact arithmetic the nodes neither remove it nor add a further approximation. The factor $c$ can amplify it strongly. For the oscillator weight, the argument used for $c_{336}$ gives $c_{n-1,n-1,2n-2}=\kappa_{n-1}^2/\kappa_{2n-2}=\pi^{-1/4}\binom{2n-2}{n-1}^{1/2}$, which nearly doubles with each added function, so the norm of $c$ grows exponentially in $n$ and enters the error twice. For the softened repulsion with $a=0.5$, $\lambda=1$ and $V_{mm'}$ converged to double-precision rounding, the largest error in $(ij|kl)$ is about $10^{-11}$ at $n=8$, $4\times10^{-8}$ at $n=12$, $4\times10^{-4}$ at $n=16$ and $0.4$ at $n=20$, in oscillator units. Larger oscillator bases need extended precision or a better-conditioned construction of $Z$.

For the oscillator weight and $V=V(x-y)$, let $R=(x+y)/\sqrt2$ and $u=(x-y)/\sqrt2$. The Jacobian has magnitude one and $x^2+y^2=R^2+u^2$, so

$$V_{mm'}=\iint e^{-R^2-u^2}\,p_m\!\left(\tfrac{R+u}{\sqrt2}\right)p_{m'}\!\left(\tfrac{R-u}{\sqrt2}\right)V(\sqrt2\,u)\,dR\,du .$$

The $R$ integral contains a polynomial of degree at most $2N-2$, which a Gauss rule evaluates exactly. Only the $u$ integral has a quadrature error; rounding in $V_{mm'}$ is amplified as described above.

The factors should be used without rebuilding the four-index array. For a real density matrix $D$, the Coulomb and exchange contractions are

$$\begin{aligned}
J_{ij}&=\sum_{kl}(ij|kl)D_{kl}=\sum_PX_{iP}X_{jP}\sum_QZ_{PQ}\,(X^TDX)_{QQ},\\
K_{ik}&=\sum_{jl}(ij|kl)D_{jl}=\sum_{PQ}X_{iP}\left[Z_{PQ}\,(X^TDX)_{PQ}\right]X_{kQ}.
\end{aligned}$$

The bracket in $K$ is an element-by-element product. With $N=2n-1$, ordinary matrix products give a cost of order $n^3$ for both, compared with $n^4$ for direct sums over the full array. Real orbitals $\psi_a=\sum_iC_{ia}\phi_i$ use the same $Z$ with $X_{aP}=\sum_iC_{ia}X_{iP}$, by linearity.

Without permutational symmetry, $X$ and $Z$ hold $n(2n-1)+(2n-1)^2$ numbers: 77 for $n=4$, against 256. If the symmetries of real orbitals and a symmetric $V$ are used, the counts are 56 and 55, so there is no storage gain at this size. For large $n$ they grow as $4n^2$ and $n^4/8$, but this gain is usable only while the rounding error described above is controlled.

## Worked example: four oscillator functions

Take $w=e^{-x^2}$ with lengths in $b=\sqrt{\hbar/(m\omega)}$, where $m$ in this expression is the particle mass and $\omega$ the oscillator frequency. Energies are in $\hbar\omega$. The model parameters are $n=4$, $a=0.5\,b$ and $\lambda=1\,\hbar\omega b$, so $N=7$.

The simplest element checks the normalization. Since $p_0=\pi^{-1/4}$, each term in (1) carries $p_0^4=1/\pi$:

$$(00|00)=\frac1\pi\sum_{PQ}Z_{PQ}=\frac{3.858775}{\pi}=1.228286\ \hbar\omega .$$

The direct double integral gives the same value.

An exchange integral tests the signs. Here $p_0p_1=\sqrt{2/\pi}\,x$, so

$$(01|01)=\frac2\pi\sum_{PQ}x_PZ_{PQ}x_Q .$$

The nodes are symmetric about zero. Combining each positive node with its mirror image $\bar Q=8-Q$ gives

$$(01|01)=\frac4\pi\sum_{P,Q=5}^{7}x_Px_Q\,(Z_{PQ}-Z_{P\bar Q}).$$

The positive nodes are 0.816288, 1.673552 and 2.651961. The differences in parentheses follow from the printed $Z$:

| Pair $(P,Q)$ | Difference | Contribution to the sum |
|---|---:|---:|
| (5,5) | 0.244684 | 0.16304 |
| (5,6), twice | 0.011028 | 0.03013 |
| (5,7), twice | 0.000523 | 0.00226 |
| (6,6) | 0.005864 | 0.01642 |
| (6,7), twice | −0.000069 | −0.00061 |
| (7,7) | 0.000009 | 0.00006 |

The contributions add to 0.2113, and $4\times0.2113/\pi=0.2690$. The direct value is $0.2691\,\hbar\omega$; the difference comes from rounding in the hand calculation. Over all 256 elements, the largest difference between (1) and direct integration is $3\times10^{-14}\,\hbar\omega$, at the level of rounding.

Sampling gives 0.2859 for this exchange integral, about 6% above the direct value. Its largest absolute error over all elements is $0.063\,\hbar\omega$. The central node shows how the two matrices differ: sampling assigns it $\omega_4^2\lambda/a=0.810265^2\times2=1.3131$, whereas $Z_{44}=1.1775$, both in $\hbar\omega b^2$. If $wL_P$ were nowhere negative, $V\le\lambda/a$ in (7) would force $Z_{PP}\le\omega_P^2\lambda/a$. Because $wL_P$ changes sign, no such bound holds: at node 2 sampling gives $0.05451558^2\times2=0.005944$, below $Z_{22}=0.006177$.

The pair matrix has seven singular values from 3.43 down to $0.0325\,\hbar\omega$; the eighth is zero to rounding. This is the rank predicted above. With six Gauss nodes, even the $Z$ that minimizes the root-sum-square error leaves an error of $0.125\,\hbar\omega$, or 3.3% of the norm of the full array. The seventh singular value, 0.0325, is a lower bound on that error for any six-point form. Such a form has rank at most six, so it annihilates some unit vector in the span of the first seven right singular vectors. The exact matrix maps that vector to one of length at least 0.0325, so the difference of the two matrices has at least this norm. The argument alone does not show that a six-point form reaches the bound, but a numerical least-squares fit of $X$ together with $Z$ reaches 0.0325 to the digits shown. The larger value 0.125 reflects the choice of six Gauss nodes.

Further tests cover equally spaced nodes, the contact interaction, and three Legendre functions with the cusped interaction $|x-y|$. At these small $n$ all agree with direct integration to rounding. For larger $n$, equally spaced nodes lose accuracy faster than Gauss nodes: at $n=16$ and with the same $\mathbf V$ their error is several hundred times larger. The numerical output lists the nodes, $Z$ and these errors.

## Range of validity

The derivation uses one coordinate and one common weight. For a product basis in $d$ Cartesian coordinates, with $n$ functions along each, the interpolation can be applied coordinate by coordinate. It gives an exact form with $(2n-1)^d$ points, provided the corresponding auxiliary integrals converge. Functions centred at different places generally have pair products with different weight factors. Those products do not lie in one space $w$ times polynomials, and the present proof does not cover them.

## Values computed for the example and the checks

```
basis functions n = 4, Gauss nodes N = 7
softening length a = 0.5 b, strength lam = 1.0 hbar*omega*b
node x_P (b), Gauss weight omega_P (b):
  P=1:  -2.651961   0.00097178
  P=2:  -1.673552   0.05451558
  P=3:  -0.816288   0.42560725
  P=4:   0.000000   0.81026462
  P=5:   0.816288   0.42560725
  P=6:   1.673552   0.05451558
  P=7:   2.651961   0.00097178
Z_PQ (hbar*omega*b^2), rows P, columns Q:
    0.000006  -0.000013   0.000387   0.000499  -0.000136   0.000056  -0.000003
   -0.000013   0.006177   0.023356   0.021246   0.012328   0.000313   0.000056
    0.000387   0.023356   0.332551   0.399136   0.087867   0.012328  -0.000136
    0.000499   0.021246   0.399136   1.177514   0.399136   0.021246   0.000499
   -0.000136   0.012328   0.087867   0.399136   0.332551   0.023356   0.000387
    0.000056   0.000313   0.012328   0.021246   0.023356   0.006177  -0.000013
   -0.000003   0.000056  -0.000136   0.000499   0.000387  -0.000013   0.000006
sum of all Z_PQ = 3.85877525 hbar*omega*b^2
integrals (hbar*omega): direct, THC, point sampling
  (00|00): 1.22828631 1.22828631 1.25364680
  (00|11): 0.95923487 0.95923487 0.96772954
  (01|01): 0.26905144 0.26905144 0.28593494
  (02|11): -0.00310328 -0.00310328 0.01517891
  (33|33): 0.75964137 0.75964137 0.77214235
largest THC error, all integrals = 2.6e-14 hbar*omega
largest point-sampling error = 0.06265 hbar*omega
largest error, equally spaced nodes -3..3 b = 2.6e-14 hbar*omega
singular values 1 to 8 of (ij|kl) (hbar*omega):
  3.431e+00 1.263e+00 6.894e-01 3.533e-01 1.513e-01 6.885e-02 3.250e-02 3.450e-16
best-fit error norm, 6 Gauss nodes = 0.12465 hbar*omega
triple-product error, 7 nodes = 1.8e-15 b^(-1/2)
triple-product error, 6 nodes = 3.35914 b^(-1/2)
relative sampling error, V = x^7 y^7: 4.5e-17
relative sampling error, V = x^8 y^8: 1.2e-01
contact (00|00), unit strength = 0.39894228 1/b
largest THC error, contact = 3.6e-16 1/b
derivative matrix, fraction captured by products = 3.2e-13
Legendre n = 3, N = 5, V = |x-y|: error = 1.3e-14 (dimensionless)
stored numbers: full tensor 256, X and Z 77
```
